# How fast H2 emits its 28-micrometre quadrupole line

**Question.** An isolated H2 molecule in its electronic and vibrational ground state rotates with $J=2$. It can drop to $J=0$ by emitting a photon of wavelength near 28 µm. How large is the spontaneous emission rate, and how does it scale with the frequency, the charge distribution and the mass of the molecule?

**Answer.**

## Why the quadrupole moment matters

The electric and magnetic dipole operators are vectors, and a vector operator cannot connect $J=2$ with $J=0$. The leading term for this line is therefore the electric quadrupole. Decay to $J=1$ does not compete here: even $J$ belongs to para-H2 and odd $J$ to ortho-H2, and the interaction used below does not act on the nuclear spins.

Let $\mathbf j$ and $\rho$ be the matrix elements of the current and charge densities between the initial state $i$ and the final state $f$. For a mode in a volume $V$, with wave vector $\mathbf k$ and real polarization vector $\boldsymbol\epsilon$, the emission amplitude is

$$
M=-\sqrt{\frac{\hbar}{2\epsilon_0\omega V}}\;\boldsymbol\epsilon\cdot\mathbf J(\mathbf k),\qquad
\mathbf J(\mathbf k)=\int \mathbf j(\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r .
$$

The golden rule gives $A=(2\pi/\hbar^2)\sum|M|^2\delta(\omega_k-\omega)$, summed over the modes. Since $\omega_k=ck$, the sum over wave vectors becomes $V/(8\pi^3c^3)\int\omega_k^2\,d\omega_k\,d\Omega$. The volume cancels:

$$
A=\frac{2\pi}{\hbar^2}\,\frac{\hbar}{2\epsilon_0\omega}\,\frac{\omega^2}{8\pi^3c^3}\int d\Omega\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf J|^2
=\frac{\omega}{8\pi^2\epsilon_0\hbar c^3}\int d\Omega\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf J|^2 .
$$

The molecule is far smaller than the wavelength, so $e^{-i\mathbf k\cdot\mathbf r}\approx1-i\mathbf k\cdot\mathbf r$. The first term gives the electric dipole and vanishes. With repeated indices summed, the second gives

$$
\boldsymbol\epsilon\cdot\mathbf J=-i\,\epsilon_i k_j\int j_i r_j\,d^3r .
$$

The part of the integral antisymmetric in $i,j$ is a magnetic dipole, which also vanishes. The symmetric part follows from charge conservation. The transition densities vary in time as $e^{-i\omega t}$, so $\nabla\cdot\mathbf j=i\omega\rho$. Multiplying by $r_ir_j$ and integrating by parts gives

$$
\int(j_i r_j+j_j r_i)\,d^3r=-i\omega S_{ij},\qquad S_{ij}=\int\rho\,r_ir_j\,d^3r .
$$

The symmetric part is half of this. With $\hat{\mathbf k}=\mathbf k/k$ and $k=\omega/c$,

$$
\boldsymbol\epsilon\cdot\mathbf J=-i\,\epsilon_ik_j\left(-\frac{i\omega}{2}S_{ij}\right)
=-\frac{\omega^2}{2c}\,\epsilon_i\hat k_jS_{ij}
=-\frac{\omega^2}{6c}\,\epsilon_i\hat k_jQ_{ij},
$$

where $Q_{ij}=3S_{ij}-\delta_{ij}S_{ll}$. The last equality holds because $\boldsymbol\epsilon\cdot\hat{\mathbf k}=0$ removes the trace term.

## Where the fifth power comes from

Let $v_i=Q_{ij}\hat k_j$. The two polarizations span the plane perpendicular to $\hat{\mathbf k}$, so their sum is $|\mathbf v|^2-|\hat{\mathbf k}\cdot\mathbf v|^2$. The directional integrals needed are

$$
\int\hat k_i\hat k_j\,d\Omega=\frac{4\pi}{3}\delta_{ij},\qquad
\int\hat k_i\hat k_j\hat k_l\hat k_m\,d\Omega=\frac{4\pi}{15}(\delta_{ij}\delta_{lm}+\delta_{il}\delta_{jm}+\delta_{im}\delta_{jl}).
$$

Because $Q$ is symmetric and traceless, the first of the three products in the last bracket contributes nothing and the other two contribute equally:

$$
\int(|\mathbf v|^2-|\hat{\mathbf k}\cdot\mathbf v|^2)\,d\Omega
=\left(\frac{4\pi}{3}-\frac{8\pi}{15}\right)\sum_{ij}|Q_{ij}|^2
=\frac{4\pi}{5}\sum_{ij}|Q_{ij}|^2 .
$$

Together with the squared prefactor $\omega^4/(36c^2)$ this gives

$$
A=\frac{\omega}{8\pi^2\epsilon_0\hbar c^3}\,\frac{\omega^4}{36c^2}\,\frac{4\pi}{5}\sum_{ij}|Q_{ij}|^2
=\frac{\omega^5}{360\pi\epsilon_0\hbar c^5}\sum_{ij}|Q_{ij}|^2 .
$$

Four powers of $\omega$ come from the squared amplitude. The density of modes supplies two more, and the field strength per photon takes one away. The fifth-power law thus describes a change of frequency at fixed quadrupole matrix element.

## From the tensor to the molecular moment

Let $\mathbf n$ be the unit vector along the molecular axis. The moment is defined here, with $z$ along that axis, as

$$
\Theta=\frac12\sum q\,(3z^2-r^2),
$$

where the sum runs over all charges and the electronic part is an expectation value. Along the axis the tensor component is then $2\Theta$. Axial symmetry and zero trace make each perpendicular component $-\Theta$. In any orientation,

$$
Q_{ij}=\Theta(R)\,T_{ij},\qquad T_{ij}=3n_in_j-\delta_{ij}.
$$

In the Born–Oppenheimer approximation the nuclear state is a radial function times a spherical harmonic. The radial part gives $\Theta_{02}=\int\chi_0(R)\,\Theta(R)\,\chi_2(R)\,dR$, where $\chi_J$ is the normalized radial function of the lowest vibrational state with rotation $J$.

For the angular part, $T_{ij}$ acting on the isotropic $J=0$ state produces $J=2$ states alone, since its components are second-order spherical harmonics. The total strength over the five $M$ states is therefore the expectation value of

$$
\sum_{ij}T_{ij}T_{ij}=9-6+3=6 .
$$

By rotational symmetry each $M$ state has one fifth of it, so $\sum_{ij}|Q_{ij}|^2=6\Theta_{02}^2/5$ and

$$
A=\frac{\omega^5\,\Theta_{02}^2}{300\,\pi\,\epsilon_0\hbar c^5}.
$$

The number 300 belongs to the definition of $\Theta$ with its factor one half.

## A hand estimate

A natural size for the moment is a fraction of $ea_0^2$, with $e$ the elementary charge and $a_0$ the Bohr radius. Take $\Theta=0.5\,ea_0^2=2.24\times10^{-40}$ C m² and $\lambda=28$ µm. Then $\omega/c=2\pi/\lambda=2.244\times10^5$ m⁻¹, and its fifth power is $5.69\times10^{26}$ m⁻⁵. In SI units $300\pi\epsilon_0\hbar=8.80\times10^{-43}$, so

$$
A\approx\frac{(5.69\times10^{26})(5.03\times10^{-80})}{8.80\times10^{-43}}\ \mathrm{s^{-1}}
=3.3\times10^{-11}\ \mathrm{s^{-1}}.
$$

The round inputs limit this figure. A change of 0.5 µm in the wavelength is 1.8%, which alone changes the rate by about 9%.

## A rigid molecule

To replace the guessed moment, the electronic energy and $\Theta(R)$ were computed by full configuration interaction in the aug-cc-pVTZ basis. This is the exact treatment of the two electrons within that finite basis. The energy minimum lies at $R_e=1.404\,a_0$, where $\Theta=0.463\,ea_0^2$. The last digits depend on the basis: aug-cc-pVQZ gives about $1.402\,a_0$ and $0.458\,ea_0^2$.

This moment is a difference of two larger parts. Two protons at $\pm R_e/2$ contribute $R_e^2/2$ in these units, or $0.986\,ea_0^2$. The electrons must therefore contribute $-0.523\,ea_0^2$.

A rigid rotor has energies $\hbar^2J(J+1)/(2\mu R_e^2)$, where $\mu$ is half the proton mass, or 918.08 electron masses. The $J=2$ to $J=0$ frequency is

$$
\omega=\frac{6\hbar}{2\mu R_e^2}=\frac{3\hbar}{\mu R_e^2}.
$$

In atomic units the energy is $3/(918.08\times1.404^2)=1.658\times10^{-3}$, equivalent to 363.8 cm⁻¹. The rate is $3.05\times10^{-11}$ s⁻¹.

This model also shows how the rate scales with structure:

$$
A\propto\frac{\Theta(R_e)^2}{\mu^5R_e^{10}} .
$$

Doubling the reduced mass at fixed distance and moment divides the rate by 32. Near the equilibrium distance, stretching the molecule lowers the frequency but raises the moment. The computed slope is $d\Theta/dR=0.534\,ea_0$ at $R_e$, so the logarithmic slope of $\Theta$ is $1.404\times0.534/0.463=1.62$. The net local exponent of $R_e$ is $-10+2(1.62)=-6.8$. A 1% error in the bond length then changes the rigid-model rate by about 7%.

## The vibrating molecule

Even in its lowest vibrational state the molecule samples a range of distances. The radial functions satisfy

$$
\left[-\frac{\hbar^2}{2\mu}\frac{d^2}{dR^2}+E(R)+\frac{\hbar^2J(J+1)}{2\mu R^2}\right]\chi_J=E_J\chi_J .
$$

The curves $E(R)$ and $\Theta(R)$ were interpolated from 15 distances between 0.6 and $2.8\,a_0$, and the equation was solved on a uniform grid for $J=0$ and $J=2$.

The mean distance for $J=0$ is $1.452\,a_0$, larger than $R_e$. Putting this mean into the rigid formula would give 340 cm⁻¹. The rotational energy, however, contains the average of $1/R^2$, which exceeds $1/\langle R\rangle^2$ when the distance is spread out. That average gives 354.5 cm⁻¹. Letting the radial function adjust to the centrifugal term for $J=2$ lowers the transition to 352.9 cm⁻¹, or 28.3 µm.

The moment moves the other way. It is $0.488\,ea_0^2$ at the mean distance, and the full matrix element is $\Theta_{02}=0.490\,ea_0^2=2.199\times10^{-40}$ C m². Most of its increase over the equilibrium value thus comes from the shift of the mean distance.

With $\omega=6.648\times10^{13}$ s⁻¹, $(\omega/c)^5=5.36\times10^{26}$ m⁻⁵, and

$$
A=\frac{(5.36\times10^{26})(4.84\times10^{-80})}{8.80\times10^{-43}}\ \mathrm{s^{-1}}
=2.95\times10^{-11}\ \mathrm{s^{-1}}.
$$

The rate is therefore about $3\times10^{-11}$ s⁻¹, and the corresponding mean lifetime is about 1100 years.

The rigid estimate is close because two errors oppose each other. Relative to the vibrating molecule, its frequency multiplies the rate by 1.164, while its moment multiplies it by 0.890. The product is about 1.04. This 4% difference does not measure the accuracy of either factor.

## How far the estimate can be trusted

Too small an electronic basis changes the rate by far more than that difference. The same calculation in the smaller aug-cc-pVDZ basis gives 336.3 cm⁻¹, $\Theta_{02}=0.455\,ea_0^2$ and $A=2.0\times10^{-11}$ s⁻¹. Going to the larger basis raises the rate by a factor of 1.48, of which 1.27 comes from the frequency and 1.16 from the moment. Two bases do not establish convergence or supply an error bar. They do show how sensitive the rate is to the calculated frequency: the larger basis gives a frequency 5% above that of the smaller one, and this alone accounts for the factor 1.27. The larger basis places the line at 28.3 µm, in agreement with the rough wavelength in the question. One further step, correcting the curves to aug-cc-pVQZ at $R=1.2$, $1.4$ and $1.6\,a_0$, moves the line to about 353.9 cm⁻¹, the mean distance to $1.450\,a_0$ and $\Theta_{02}$ to $0.486\,ea_0^2$. The frequency then raises the rate by about 1.4% and the moment lowers it by about 1.6%, so $A$ changes only to $2.94\times10^{-11}$ s⁻¹. The small net change comes from this cancellation, and the last digits of the separate aug-cc-pVTZ values are not converged.

The long-wavelength expansion is a much smaller concern. Here $ka_0=1.2\times10^{-5}$. The quadrupole amplitude has one such factor more than an electric dipole amplitude of ordinary molecular size. In the rate this factor is squared, giving $1.4\times10^{-10}$. The full comparison carries a numerical factor as well. An electric dipole line with matrix element $d$ has the rate $\omega^3d^2/(3\pi\epsilon_0\hbar c^3)$, so the quadrupole rate divided by the dipole rate is $k^2\Theta_{02}^2/(100\,d^2)$. For $d=ea_0$ at the same frequency the dipole rate would be about 89 s⁻¹, and the ratio is $(1.4\times10^{-10})(0.490)^2/100=3.3\times10^{-13}$. The factor $(ka_0)^2$ supplies most of this suppression, and the remaining factor of about 1/400 comes from the angular coefficients and the size of the moment.

The lifetime applies to an isolated molecule without incident radiation. Thermal radiation at temperature $T$ multiplies the downward rate by $1+1/(e^{\hbar\omega/k_{\mathrm B}T}-1)$, where $k_{\mathrm B}$ is Boltzmann's constant. The correction is small when $T$ is well below $\hbar\omega/k_{\mathrm B}\approx510$ K. Collisions can also empty the level, and when they do so faster than $A$, they determine how long the molecule stays in $J=2$. Neither effect changes the spontaneous coefficient itself.
